# Second-Order Resistance of a Round Wire with Sinusoidal Radius

A cobalt wire has a mean radius of 100 nm, and its radius swings by 15 nm to either side with a period of 400 nm. Cutting the wire into thin slices and adding their resistances in series gives, to second order in the swing, an increase of 3.4 % over a smooth wire of the same mean radius. Solving for the current flow in the full wavy shape gives 4.7 %. Slicing misses more than a quarter of the effect because it treats sideways flow, outward into each crest and back inward to each neck, as free of resistance. Solving for the field inside the wire includes this cost.

## The model

Let the surface of the wire be

\[
r_s(z)=R+a\cos kz,\qquad \varepsilon=\frac{a}{R},\qquad x=kR. \tag{1}
\]

The metal has uniform, isotropic resistivity \(\rho\) and obeys the local Ohm's law \(\mathbf J=\mathbf E/\rho\). The current is steady, the surface is insulating, and the length \(L\) is a whole number of periods, with end effects left out. We take \(\varepsilon\ll1\) and \(ka\ll1\). The reference is a smooth wire with the mean radius, of resistance \(\mathcal R_0=\rho L/(\pi R^2)\).

Write the potential as \(\phi=-E_0u\), so that \(\mathbf E=E_0\nabla u\), and let \(u-z\) be periodic in \(z\). The voltage over length \(L\) is then \(E_0L\), whatever the periodic part may be. Charge conservation, \(\nabla\cdot\mathbf J=0\), gives

\[
\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial u}{\partial r}\right)+\frac{\partial^2u}{\partial z^2}=0. \tag{2}
\]

The surface normal is proportional to \((1,-r_s')\) in the \((r,z)\) plane. No current crosses the surface, hence

\[
\frac{\partial u}{\partial r}=r_s'(z)\,\frac{\partial u}{\partial z}\quad\text{at } r=r_s(z),\qquad r_s'=-\varepsilon Rk\sin kz. \tag{3}
\]

## The field to first order

Expand \(u=z+\varepsilon u_1+\varepsilon^2u_2+\dots\). The first term is the uniform field of the smooth wire. The shape is symmetric about a crest at \(z=0\), so \(u\) is odd in \(z\) and its periodic part contains sines. Inserting \(f(r)\sin nkz\) into (2) gives

\[
f''+\frac{f'}{r}-n^2k^2f=0,
\]

with solutions \(I_0(nkr)\) and \(K_0(nkr)\). The second diverges on the axis and is excluded.

At first order, (3) may be evaluated at \(r=R\) with \(\partial u/\partial z=1\) on the right:

\[
\left.\frac{\partial u_1}{\partial r}\right|_{R}=-Rk\sin kz .
\]

This selects \(n=1\). With \(u_1=A\,I_0(kr)\sin kz\) and \(I_0'=I_1\), it reads \(AkI_1(x)=-Rk\), so

\[
u_1=-\frac{R}{I_1(x)}\,I_0(kr)\sin kz. \tag{4}
\]

The axial field is therefore

\[
\frac{E_z}{E_0}=1-\varepsilon x\,\frac{I_0(kr)}{I_1(x)}\cos kz+O(\varepsilon^2). \tag{5}
\]

It is weaker under a crest, where \(\cos kz=1\), and stronger in a neck. Because \(I_0\) grows with its argument, the disturbance is largest at the surface.

At second order, the terms that drive \(u_2\) in (3) are products of \(\sin kz\) and \(\cos kz\), that is, multiples of \(\sin2kz\). Thus \(u_2=B\,I_0(2kr)\sin2kz\). The value of \(B\) will not be needed.

## The current to second order

No current leaves through the side, so the same current \(I\) passes through every cross-section. It may therefore be averaged over a period, which we denote by angle brackets:

\[
I=\frac{E_0}{\rho}\left\langle\int_0^{r_s(z)}\frac{\partial u}{\partial z}\,2\pi r\,dr\right\rangle. \tag{6}
\]

There are three contributions up to \(\varepsilon^2\).

The uniform field contributes the mean area. Since \(\langle\cos kz\rangle=0\) and \(\langle\cos^2kz\rangle=\tfrac12\),

\[
\pi\langle r_s^2\rangle=\pi R^2\left(1+\frac{\varepsilon^2}{2}\right). \tag{7}
\]

The first-order field contributes

\[
\varepsilon Ak\left\langle\cos kz\int_0^{r_s}I_0(kr)\,2\pi r\,dr\right\rangle .
\]

Split the integral at \(r=R\). The part from 0 to \(R\) does not depend on \(z\), and multiplied by \(\cos kz\) it averages to zero. The remaining strip has width \(\varepsilon R\cos kz\) and gives \(2\pi R\,I_0(x)\,\varepsilon R\cos kz\) to leading order. With \(Ak=-x/I_1(x)\), the contribution is

\[
\varepsilon^2Ak\,2\pi R^2I_0(x)\,\langle\cos^2kz\rangle
=-\varepsilon^2\pi R^2\,\frac{xI_0(x)}{I_1(x)}. \tag{8}
\]

The second-order field is already multiplied by \(\varepsilon^2\), so its integral may stop at \(r=R\). There \(\partial u_2/\partial z\propto\cos2kz\) averages to zero.

Adding (7) and (8) gives

\[
I=\frac{E_0\pi R^2}{\rho}\left[1-\varepsilon^2F(x)+O(\varepsilon^4)\right],\qquad
F(x)=\frac{xI_0(x)}{I_1(x)}-\frac12. \tag{9}
\]

There is no cubic term: replacing \(a\) by \(-a\) shifts the wire by half a period, which cannot change its resistance. Dividing \(E_0L\) by (9), and using \(1/(1-\varepsilon^2F)=1+\varepsilon^2F+O(\varepsilon^4)\), we find

\[
\boxed{\frac{\mathcal R}{\mathcal R_0}=1+\frac{a^2}{R^2}\left[\frac{kR\,I_0(kR)}{I_1(kR)}-\frac12\right]+O(a^4)} \tag{10}
\]

with \(k\) held fixed in the expansion. The two signs in (9) have a plain meaning. Waviness at fixed mean radius adds metal, which helps conduction. The added metal sits under the crests, however, where the field is weak, and the metal removed came from the necks, where the field is strong. The second effect is larger.

Equation (10) can be compared with a numerical solution that minimizes the dissipation in the wavy wire over trial potentials made of polynomials in radius and sines along the axis, without expansion in \(a\). Its coefficient of \(\varepsilon^2\), taken from small amplitudes, is 1.74019 at \(x=1\), 2.36625 at \(x=2\) and 6.07636 at \(x=6\). The Bessel formula gives the same digits.

The choice of reference matters. A smooth wire of equal volume has the squared radius \(R^2(1+\varepsilon^2/2)\), and so a resistance lower than \(\mathcal R_0\) by that factor. Relative to it,

\[
\frac{\mathcal R}{\mathcal R_V}=(1+\varepsilon^2F)\left(1+\frac{\varepsilon^2}{2}\right)+O(\varepsilon^4)
=1+\varepsilon^2\,\frac{xI_0(x)}{I_1(x)}+O(\varepsilon^4). \tag{11}
\]

## Long wavelength

For small \(x\) the Bessel functions are

\[
I_0=1+\frac{x^2}{4}+\frac{x^4}{64}+\dots,\qquad
I_1=\frac x2\left(1+\frac{x^2}{8}+\frac{x^4}{192}+\dots\right).
\]

The inverse of the last bracket is \(1-x^2/8+x^4/96+\dots\), since \(1/64-1/192=1/96\). Multiplying out,

\[
\frac{xI_0}{I_1}=2\left[1+\frac{x^2}{8}+\left(\frac1{64}-\frac1{32}+\frac1{96}\right)x^4+\dots\right]
=2+\frac{x^2}{4}-\frac{x^4}{96}+\dots,
\]

and therefore

\[
F(x)=\frac32+\frac{x^2}{4}-\frac{x^4}{96}+\dots,\qquad
\frac{\mathcal R-\mathcal R_0}{\mathcal R_0}\to\frac{3a^2}{2R^2}\quad(kR\to0). \tag{12}
\]

Against equal volume the limit is \(2a^2/R^2\).

The slice picture gives the same limit. If the current fills each section evenly, the resistance ratio is \(\langle(1+\varepsilon\cos\theta)^{-2}\rangle\), with \(\theta=kz\). To evaluate it, take \(b>\varepsilon\) and substitute \(t=\tan(\theta/2)\):

\[
\left\langle\frac1{b+\varepsilon\cos\theta}\right\rangle
=\frac1\pi\int_0^\infty\frac{2\,dt}{(b+\varepsilon)+(b-\varepsilon)t^2}
=\frac1{\sqrt{b^2-\varepsilon^2}} .
\]

Applying \(-d/db\) and setting \(b=1\),

\[
\left\langle\frac{1}{(1+\varepsilon\cos\theta)^2}\right\rangle=(1-\varepsilon^2)^{-3/2}=1+\frac32\varepsilon^2+\dots \tag{13}
\]

For \(\varepsilon=0.2\) and \(x=0.01\) this is 1.063147, and the full solution gives 1.063148.

The next term in (12), \(x^2/4\), is the cost of moving current sideways. Keep \(J_z=I/(\pi r_s^2)\) uniform in each section. Charge conservation then requires \(J_r=J_z\,r\,r_s'/r_s\). Since \(\langle r^2\rangle=r_s^2/2\) over a disc, the dissipation per unit length is

\[
\frac{\rho I^2}{\pi r_s^2}\left(1+\frac{r_s'^2}{2}\right). \tag{14}
\]

At second order the slope term adds \(\tfrac12\varepsilon^2x^2\langle\sin^2kz\rangle=\varepsilon^2x^2/4\), as in (12).

The limit 3/2 is reached slowly. \(F\) is already 10 % above it at \(x=0.78\), a period of about \(8R\). A period four times the diameter is thus not yet long at the 10 % level.

## Short wavelength

For large \(x\), apart from the common factor \(e^x/\sqrt{2\pi x}\),

\[
I_0\sim1+\frac1{8x}+\frac9{128x^2},\qquad
I_1\sim1-\frac3{8x}-\frac{15}{128x^2}.
\]

Their ratio is \(1+1/(2x)+3/(8x^2)+\dots\), so

\[
F(x)=x+\frac3{8x}+\dots,\qquad
\frac{\mathcal R-\mathcal R_0}{\mathcal R_0}\to\frac{a^2k}{R}\quad(kR\gg1,\ ka\ll1). \tag{15}
\]

In this regime \(I_0(kr)\) falls off below the surface roughly as \(e^{-k(R-r)}\). The disturbance stays in a skin of depth \(1/k\), and the core carries a uniform current. The resistance is that of a smooth wire whose radius is smaller by \(a^2k/2\), since this removes the fraction \(a^2k/R\) of the area.

The growth with \(k\) cannot continue. Removing metal never lowers a resistance, and stripping the wire down to its neck radius leaves a smooth wire of radius \(R-a\). Hence \(\mathcal R/\mathcal R_0\le(1-\varepsilon)^{-2}\) for every \(k\). Equation (15) would break this bound at large enough \(k\). The expansion fails before that, when \(ka\) is no longer small, because \(I_0(kr_s)\) then varies strongly between neck and crest.

## Several harmonics and an anisotropic metal

Let \(r_s=R+\sum_na_n\cos(nkz)\). The first-order field is a sum of terms like (4), one for each harmonic. In (6), products of different harmonics average to zero, which leaves

\[
\frac{\mathcal R}{\mathcal R_0}=1+\sum_n\frac{a_n^2}{R^2}F(nkR)+O(a^3). \tag{16}
\]

A cubic term is now possible, since reversing all \(a_n\) is no longer a shift in general. For amplitudes in the ratio 1 to 0.7 and \(x=1\), (16) predicts the coefficient \(1.7402+0.49\times2.3663=2.8997\), and the full solution gives 2.8997. For equal amplitudes, short periods cost more than long ones, because \(F\) grows with \(k\).

If the conductivity is \(\sigma_z\) along the wire and \(\sigma_r\) across it, (2) acquires these factors and its solution becomes \(I_0(\kappa r)\sin kz\), with \(\kappa=k\sqrt{\sigma_z/\sigma_r}\). Condition (3) becomes \(\sigma_r\,\partial u/\partial r=\sigma_zr_s'\,\partial u/\partial z\). At first order \(\sigma_rA\kappa I_1(\kappa R)=-\sigma_zRk\), and since \(\sigma_z/\sigma_r=\kappa^2/k^2\),

\[
Ak=-\frac{\kappa R}{I_1(\kappa R)}. \tag{17}
\]

The steps to (10) then go through with \(F(\kappa R)\) in place of \(F(kR)\), and \(\rho=1/\sigma_z\) in \(\mathcal R_0\).

## The cobalt wire

Take a length of 10 µm, which is 25 periods, and a resistivity of 6 µΩ cm, a rough value for cobalt near room temperature. The smooth wire has

\[
\mathcal R_0=\frac{(6\times10^{-8}\ \Omega\,\mathrm m)(10^{-5}\ \mathrm m)}{\pi(10^{-7}\ \mathrm m)^2}=19.1\ \Omega .
\]

The geometry gives \(\varepsilon=0.15\), \(x=2\pi\times100/400=1.571\) and \(ka=0.236\). Then \(xI_0/I_1=2.562\), \(F=2.062\), and the increase is

\[
\varepsilon^2F=0.0225\times2.062=4.64\ \%,\quad\text{or } 0.89\ \Omega .
\]

The long-wavelength formula gives \(1.5\times0.0225=3.4\ \%\). The full solution gives 4.75 %, so the higher orders add 0.11 percentage points, about 2 % of the second-order increase. The gap noted at the start is therefore mostly due to the finite wavelength: the period is \(4R\), half of that at which \(F\) exceeds 3/2 by 10 %. Against a smooth wire of equal volume the increase is 5.8 % at second order and 5.9 % in full.

The current also fills the cross-sections unevenly, as (5) shows. In the neck, the first-order field is \(1.38E_0\) at the surface and \(1.22E_0\) on the axis. An evenly filled section would have \(1+2\varepsilon=1.30\) throughout at this order. The full solution gives 1.42 and 1.24.

These dimensions are in the range of cobalt nanowires grown in porous templates. The amplitude is a chosen value that makes the effect easy to see, and the increase falls as \(a^2\) for smoother wires. Interconnect lines in advanced chips are much thinner and closer to rectangular, so the numbers do not carry over to them. Real wires depart from the model in several ways:

- **Surface scattering.** Take a rough mean free path \(\ell=10\) nm and a fully diffuse surface. Electrons that leave the wall at an angle with cosine \(n\) to the normal lack their full drift velocity over a depth of about \(\ell n\). Only half of all directions lead away from the wall. The weight \(3\cos^2\) of the angle to the axis, averaged around the normal, is \(\tfrac32(1-n^2)\). The average over all directions is then a dead layer of \(\tfrac12\int_0^1\ell n\,\tfrac32(1-n^2)\,dn=3\ell/16\). Multiplied by the perimeter-to-area ratio \(2/R\), the loss of conductivity is \(3\ell/(8R)=3.75\ \%\). The kinetic average over the round section gives practically the same loss, which means a resistance higher by \(1/(1-0.0375)-1=3.9\ \%\). This is nearly as large as the roughness effect, but the smooth wire has it too. Necks suffer more than crests, and a slice estimate puts the resulting change in the relative roughness increase at 0.14 percentage points. Slices ignore the slant of the wall and the uneven field; a dead layer of thickness \(3\ell/16\) laid at right angles to the wavy wall gives about 0.2 points.
- **Crystal anisotropy.** Hexagonal cobalt resists current along its hexagonal axis roughly twice as strongly as across it. If that axis lies along the wire, \(\kappa R=1.571/\sqrt2=1.11\), \(F\) falls to 1.79 and the second-order increase from 4.6 % to 4.0 %. Of the departures sized here, this one moves the relative increase most. The \(\rho\) in \(\mathcal R_0\) is then the resistivity along the hexagonal axis, so the values in ohms depend on the texture of the wire. A hexagonal axis lying across the wire breaks the axial symmetry and is not covered by (17).
- **Nonlocal conduction.** The local Ohm's law is safe when the field varies little over a mean free path, \(k\ell\ll1\). Here \(k\ell=0.16\). For free electrons with a single mean free path, the correction vanishes deep inside the metal: the electrons arriving at a point sample the potential over spheres around it, and for a solution of (2) the direction-weighted average over a sphere depends only on the gradient at its centre. What remains comes from the region within a few mean free paths of the surface, and its size has not been computed.

Grain boundaries and temperature drop out of the ratio as far as they change \(\rho\) uniformly. Roughness that varies around the circumference lies outside (10).

In a measurement, the increase must be told apart from an error in the radius. Since \(\mathcal R_0\propto R^{-2}\), an increase of 4.7 % corresponds to a radius smaller by about 2.3 %, or 2.3 nm. To infer the amplitude of such roughness from the resistance, one must know the mean radius distinctly better than that, and the resistivity, surface scattering included, and the length distinctly better than 5 %. Contact resistance must be excluded, and the period must be known too, because a smaller amplitude with a shorter period can give the same increase. The remaining values are in the numerical output below.

## Numbers as computed

```
x = kR | F from full solver | F from Bessel formula (no unit)
   0.1 | 1.50250 | 1.50250
   0.5 | 1.56186 | 1.56186
   1.0 | 1.74019 | 1.74019
   2.0 | 2.36625 | 2.36625
   4.0 | 4.13219 | 4.13219
   6.0 | 6.07636 | 6.07636
F at x = 0.001: 1.500000
F at x = 50: 50.0077
F is 10 % above 3/2 at x = 0.784, period/R = 8.01
a/R = 0.2, x = 0.01: full ratio 1.063148, slices 1.063147
power of a in the remainder at x = 0.5: 4.013
two harmonics (1 and 0.7), x = 1: full 2.89966, sum 2.89966
Co wire: R = 100 nm, a = 15 nm, period = 400 nm
length = 10 um, resistivity = 6.0 uohm cm, mean free path = 10 nm
a/R = 0.150, x = kR = 1.5708, ka = 0.2356
x I0/I1 = 2.5618, F = 2.0618
smooth resistance = 19.099 ohm
increase, second order = 4.639 %
increase, second order = 0.886 ohm
increase, 3a^2/(2R^2) = 3.375 %
increase, full solution = 4.746 %
higher orders = 0.107 % points
against equal volume, second order = 5.764 %
against equal volume, full solution = 5.924 %
neck field/mean field, surface: first order 1.384, full 1.415
neck field/mean field, axis: first order 1.224, full 1.242
surface scattering raises smooth resistance by 3.89 %
and shifts the relative roughness increase by about 0.141 % points
axial/radial resistivity = 2.0: F full 1.7937, formula 1.7937
increase with this anisotropy = 4.036 %
nonlocality: k times mean free path = 0.157
```
